# Entropy and temperature change of an antipolar phase in a field

A crystal has two competing uniform orders. In the antipolar one, of amplitude $A$, neighbouring dipoles alternate and the net polarization is zero. In the polar one, of amplitude $P$, they align. Take the free energy density

$$f=f_L(T)+\tfrac12\alpha_A A^2+\tfrac12\alpha_P P^2+\tfrac14\beta_A A^4+\tfrac14\beta_P P^4+\tfrac12\gamma A^2P^2-EP,$$

$$\alpha_A=a(T-T_A),\qquad \alpha_P=a(T-T_P),\qquad a,\beta_A,\beta_P>0 .$$

The two quadratic coefficients have the same temperature slope $a$. The coefficients $\beta_A,\beta_P,\gamma$ do not depend on temperature. The lattice part $f_L$ depends on neither order nor on the field. $E$ is the macroscopic field along the polar axis, the sample is free of stress, and fluctuations and domain walls are left out (mean field). Write $t=T_A-T$, $D=T_A-T_P$ and $r=\gamma/\beta_A$.

**(a) For $T<T_A$, find the antipolar state at zero field, its stability condition, and the entropy of any equilibrium state.**

*Solution.* At $P=0$, $E=0$ the condition $\partial f/\partial A=0$ reads $A(\alpha_A+\beta_AA^2)=0$. The nonzero root is

$$A_0^2=-\frac{\alpha_A}{\beta_A}=\frac{a\,t}{\beta_A}.$$

The second derivatives there are

$$f_{AA}=\alpha_A+3\beta_AA_0^2=2\beta_AA_0^2>0,\qquad f_{AP}=2\gamma A_0P=0,$$

$$f_{PP}=\alpha_P+\gamma A_0^2\equiv\kappa .$$

The state is therefore a local minimum if $\kappa>0$. Since $T-T_P=D-t$,

$$\kappa=a(D-t)+r\,a\,t=a\,[D+(r-1)t].$$

This is also the inverse susceptibility: a small field gives $P=E/\kappa$, because $A$ changes only at order $P^2$.

For the entropy, let $F(T,E)$ be the value of $f$ at its minimum. Then

$$\frac{\partial F}{\partial T}=\frac{\partial f}{\partial T}+\frac{\partial f}{\partial A}\frac{\partial A}{\partial T}+\frac{\partial f}{\partial P}\frac{\partial P}{\partial T}.$$

The last two terms vanish because the state is stationary in $A$ and $P$. Hence

$$S=-\frac{\partial F}{\partial T}=S_L(T)-\tfrac12a\,(A^2+P^2).$$

Both orders lower the entropy. With equal slopes, only the sum of squares counts.

**(b) Apply a field at constant temperature, small enough that the crystal stays antipolar. Find the entropy change and the condition for it to be positive.**

*Solution.* As long as $A\neq0$, stationarity in $A$ gives $\alpha_A+\beta_AA^2+\gamma P^2=0$, so

$$A^2=A_0^2-rP^2.$$

Each unit of $P^2$ created by the field removes $r$ units of $A^2$. The sum becomes $A^2+P^2=A_0^2-(r-1)P^2$, and

$$\Delta S=S(T,E)-S(T,0)=\tfrac12a\,(r-1)\,P^2 .$$

No expansion in $P$ has been made, so this holds on the whole antipolar branch of the model. For small fields $P=E/\kappa$ and

$$\boxed{\;\Delta S=\frac a2\left(\frac{\gamma}{\beta_A}-1\right)\frac{E^2}{\kappa^2}\;}$$

The field raises the entropy if and only if $\gamma>\beta_A$. The gain from the weakened antipolar order then exceeds the loss from the induced polarization. For $0<\gamma<\beta_A$ antipolar order is also weakened, but too little. For $\gamma=\beta_A$ the two contributions cancel.

The threshold depends on how the coefficients are defined. Here the quartic term carries $\tfrac14$ and the coupling $\tfrac12$. If the coupling is written $\gamma'A^2P^2$, then $\gamma=2\gamma'$ and the condition becomes $2\gamma'>\beta_A$.

**(c) Confirm the result from the dielectric response. Then find the temperature change when the field is applied adiabatically, and compare with the phase above $T_A$.**

*Solution.* From $dF=-S\,dT-P\,dE$ follows the Maxwell relation $(\partial S/\partial E)_T=(\partial P/\partial T)_E$. With $P=E/\kappa(T)$,

$$\Delta S=\int_0^E\frac{\partial P}{\partial T}\,dE'=-\frac{\kappa'}{\kappa^2}\int_0^EE'\,dE'=-\frac{\kappa'E^2}{2\kappa^2}.$$

Since $dt/dT=-1$, $\kappa'=-a(r-1)$, and the boxed result returns. An inverse response thus means that the susceptibility of the antipolar phase rises on heating.

In a reversible adiabatic step the total entropy is constant: $S(T+\Delta T,E)=S(T,0)$. To lowest order the left side is $S(T,0)+\Delta S+(C/T)\Delta T$, so

$$\Delta T=-\frac{T}{C}\,\Delta S .$$

The heat capacity $C$ contains the lattice part $C_L$ and a part from the order. At zero field the latter has entropy $-\tfrac12aA_0^2=-a^2(T_A-T)/(2\beta_A)$, whose temperature derivative is $a^2/(2\beta_A)$. Therefore

$$C=C_L+\frac{a^2T}{2\beta_A}.$$

For $r>1$, $\Delta T<0$: applying the field cools the crystal. Removing it adiabatically along the same branch warms it back.

Above $T_A$, with $T_A>T_P$, there is no antipolar order to weaken. For small fields $A=0$, $P=E/\alpha_P$ and

$$\Delta S=-\tfrac12a\,\frac{E^2}{\alpha_P^2}<0,$$

which is the conventional sign. At $T_A$ both $\kappa$ and $\alpha_P$ equal $aD$. The coefficient of $E^2$ therefore jumps from $(r-1)/(2aD^2)$ just below $T_A$ to $-1/(2aD^2)$ just above.

For $\gamma>0$ the field range in which the value below $T_A$ applies shrinks to zero at the transition, because $A^2=A_0^2-rP^2$ must stay positive. This requires $P^2<at/\gamma$, which vanishes with $t$. For $\gamma<0$ it is the value above $T_A$ whose range shrinks: $A=0$ is stable only while $\alpha_A+\gamma P^2>0$, that is $P^2<\alpha_A/|\gamma|$, and a larger field induces antipolar order.

**(d) For $T_A>T_P$, is the antipolar state locally stable at all temperatures below $T_A$? At fixed temperature, which $r$ gives the largest inverse effect?**

*Solution.* In $\kappa=a[D+(r-1)t]$ the first term is positive. If $r\ge1$ the second is not negative, so $\kappa>0$ for all $t>0$. If $r<1$, $\kappa$ falls on cooling and vanishes at

$$t=\frac{D}{1-r},\qquad T=T_A-\frac{T_A-T_P}{1-r},$$

provided this temperature is positive. Below it $P=0$ is unstable and the small-field formula no longer applies. Local stability does not exclude a polar state of lower energy elsewhere. That must be checked for the parameters in use.

For the second question put $x=r-1$ and keep $a$, $D$, $t$ and $E$ fixed. The small-field entropy change is proportional to $x/(D+xt)^2$, with derivative

$$\frac{(D+xt)-2xt}{(D+xt)^3}=\frac{D-xt}{(D+xt)^3}.$$

The maximum is at $r-1=D/t$. A weaker coupling removes too little antipolar order. A stronger one stiffens the crystal against polarization, and $P$ becomes small.

**(e) Let the crystal consist of two identical sublattices with contributions $p_a$ and $p_b$ to the polarization, and**

$$f=\tfrac12u(T)(p_a^2+p_b^2)+j\,p_ap_b+\tfrac14h(p_a^4+p_b^4)-E(p_a+p_b),$$

**with constant $j>0$ and $h>0$. Find the slopes and $r$.**

*Solution.* Set $P=p_a+p_b$ and $A=p_a-p_b$, so that $p_{a,b}=(P\pm A)/2$. Then

$$p_a^2+p_b^2=\tfrac12(P^2+A^2),\qquad p_ap_b=\tfrac14(P^2-A^2),$$

$$p_a^4+p_b^4=\tfrac1{16}\left[(P+A)^4+(P-A)^4\right]=\tfrac18(P^4+6A^2P^2+A^4).$$

The quadratic terms are $\tfrac14(u+j)P^2+\tfrac14(u-j)A^2$. Comparison with $\tfrac12\alpha_PP^2+\tfrac12\alpha_AA^2$ gives

$$\alpha_P=\tfrac12(u+j),\qquad\alpha_A=\tfrac12(u-j).$$

Their difference $j$ is constant, so the slopes are equal. If $u$ is linear in $T$ with slope $2a$, then $T_A-T_P=j/a>0$. The quartic part is $\tfrac{h}{32}(P^4+6A^2P^2+A^4)$. Hence $\tfrac14\beta_A=\tfrac14\beta_P=h/32$ and $\tfrac12\gamma=6h/32$:

$$\beta_A=\beta_P=\frac h8,\qquad \gamma=\frac{3h}8,\qquad r=3.$$

This model lies above the threshold. A small field strengthens one sublattice and weakens the other. The weakened one loses more in $p^2$ than the other gains, since $p_a^2+p_b^2=\tfrac12(A_0^2-2P^2)$ falls. The value 3 rests on quartic terms that act within each sublattice; quartic couplings between sublattices will in general change it.

**(f) How far does the antipolar branch reach when $\gamma>\sqrt{\beta_A\beta_P}$, and what is the entropy change after switching to the polar state?**

*Solution.* Stationarity in $P$ reads $(\alpha_P+\gamma A^2)P+\beta_PP^3=E$. Inserting $A^2=A_0^2-rP^2$ gives

$$\kappa P-bP^3=E,\qquad b=\frac{\gamma^2}{\beta_A}-\beta_P>0 .$$

The crystal softens as it is polarized. The branch loses stability where $dE/dP=\kappa-3bP^2=0$, so $P_s=\sqrt{\kappa/(3b)}$ and

$$E_s=\kappa P_s-bP_s^3=\kappa P_s\left(1-\tfrac13\right)=\frac{2\kappa}{3}\sqrt{\frac{\kappa}{3b}} .$$

This holds if $A_0^2-rP_s^2>0$; otherwise $A$ vanishes first. The polar state can reach the same free energy at a lower field, and nucleation can then end the branch earlier.

In the switched state $A=0$, and relative to the antipolar state at zero field

$$\Delta S=\tfrac12a\,(A_0^2-P^2).$$

This is positive while $P<A_0$ and negative beyond. The polar state obeys $\alpha_PP+\beta_PP^3=E$, so the sign changes at $E_r=\alpha_PA_0+\beta_PA_0^3$, if the polar state is the one occupied there. A large field can therefore give the conventional sign even when $\gamma>\beta_A$.

**(g) Evaluate the response for $T_A=500$ K, $T_P=400$ K, a Curie constant of $1.5\times10^5$ K, $\beta_A=\beta_P=10^9$ J m$^5$/C$^4$, $r=3$ and $C_L=3$ J/(cm$^3$ K), at 450 K and 40 kV/cm.**

*Solution.* These are round model parameters. The Curie constant $K$ is defined by a relative susceptibility $K/(T-T_P)$ above $T_A$, so $a=1/(\varepsilon_0K)=7.53\times10^5$ J m/(C$^2$ K). With $t=50$ K and $D=100$ K,

$$A_0=\sqrt{\frac{7.53\times10^5\times50}{10^9}}=0.194\ \text{C/m}^2=19.4\ \mu\text{C/cm}^2,$$

$$\kappa=7.53\times10^5\,(100+2\times50)=1.506\times10^8\ \text{J m/C}^2 .$$

The linear polarization is $P=4\times10^6/(1.506\times10^8)=0.0266$ C/m$^2$, or 2.66 μC/cm$^2$. The boxed law gives

$$\Delta S=7.53\times10^5\times(0.02656)^2=531\ \text{J/(m}^3\text{K)}=0.531\ \text{mJ/(cm}^3\text{K)}.$$

The order adds 0.128 J/(cm$^3$ K) to the heat capacity, so

$$\Delta T=-\frac{450\times531}{3.128\times10^6}=-0.076\ \text{K}.$$

Solving the model without the small-field approximation gives $P=2.77$ μC/cm$^2$, $\Delta S=0.577$ mJ/(cm$^3$ K) and $\Delta T=-0.083$ K. The increase comes from the softening in (f). With $b=8\times10^9$ J m$^5$/C$^4$, the first correction raises $P$ by the fraction $bP^2/\kappa\approx3.7\%$, and $\Delta S$ depends on $P^2$. Numerical integration of $\partial P/\partial T$ from zero to 40 kV/cm also gives 0.577 mJ/(cm$^3$ K).

The antipolar amplitude $A$ falls from 19.4 to 18.8 μC/cm$^2$. The loss in $A^2$ is three times the gain in $P^2$.

Varying $r$ at 450 K and 10 kV/cm, with the other parameters fixed, shows the threshold. The entropy change is $-16.4$, $0.0$, $+21.3$ and $+33.4$ J/(m$^3$ K) for $r=0.8$, 1, 1.5 and 3. By (d), the small-field optimum here is $r=1+100/50=3$, the value used.

At 520 K the same 40 kV/cm warms the crystal by 0.123 K. There $\alpha_P=120\,a$ is smaller than the $200\,a$ of $\kappa$ at 450 K. The larger polarization outweighs the smaller prefactor, $\tfrac12a$ instead of $a$, so the entropy change is 1.23 times as large in magnitude. The factor $T/C$ is also larger, by 1.20.

The antipolar branch at 450 K ends at $E_s=79.5$ kV/cm, but the free energies are already equal at 71.3 kV/cm. The chosen field is below both. Just after switching at 71.3 kV/cm the total entropy change is still positive, 7.8 mJ/(cm$^3$ K). It turns negative at 146 kV/cm.

**(h) Which neglected effects could change the size or sign of the result?**

*Solution.* *Unequal slopes.* With slopes $a_A$ and $a_P$ the entropy is $S_L-\tfrac12(a_AA^2+a_PP^2)$, and the step in (b) gives $\Delta S=\tfrac12(a_Ar-a_P)P^2$. The condition becomes $a_A\gamma/\beta_A>a_P$. For $r=3$ the sign reverses when the polar slope exceeds three times the antipolar one.

*Temperature-dependent coupling.* If $r$ varies with temperature, $\kappa=a(T-T_P)+r\,a(T_A-T)$ has the slope $\kappa'=a(1-r)+a\,t\,r'$. The small-field effect vanishes for $r'=(r-1)/t=2/50=0.04$ K$^{-1}$, a change of 1.3% of $r$ per kelvin.

*Sixth-order term.* Adding $\tfrac16\delta A^6$ changes stationarity in $A$ to $\alpha_A+\beta_AA^2+\delta A^4+\gamma P^2=0$. Differentiation with respect to $P^2$ gives $dA^2/dP^2=-\gamma/(\beta_A+2\delta A^2)$. The small-field threshold is then $\gamma>\beta_A+2\delta A_0^2$, with the new $A_0$. For an assumed $\delta=5\times10^9$ J m$^9$/C$^6$ the cooling falls from 0.083 to 0.067 K, by 19%.

*Clamping.* Suppose the strain is held at zero and both orders couple to it with the same coefficient $Q$. The elastic energy $\tfrac12c\,(QA^2+QP^2)^2$ adds $2cQ^2$ to each of $\beta_A$, $\beta_P$ and $\gamma$. The difference $\gamma-\beta_A$ is unchanged, so clamping of this kind cannot reverse the sign. With $c=150$ GPa and $Q=0.02$ m$^4$/C$^2$, $r$ falls to 2.79 and the cooling is 0.084 K. At small fields the entropy change falls by only 0.3%, because $r$ stays near the optimum found in (d). The cooling at 40 kV/cm nevertheless rises slightly: $\kappa$ is smaller, so the softening correction $bP^2/\kappa$ grows from 3.7% to 4.2%, and the larger $\beta_A$ reduces the heat capacity of the order.

*Fluctuations.* Add a gradient energy $\tfrac12g|\nabla A|^2$ with an assumed $g=10^{-10}$ J m$^3$/C$^2$. The correlation length is $\xi=\sqrt{g/(2at)}=1.15$ nm. The Gaussian correlation function of $A$, averaged over a ball of radius $\xi$, is 9% of $A_0^2$. This measures how well mean field is justified; it is not an error bar on $\Delta T$.

*Real ceramics.* The parameters lie in the rough regime of lead zirconate, an antiferroelectric with a transition near 500 K, but they do not describe that compound quantitatively. The model also takes the field along the polar axis, which does not hold for most grains of a ceramic. The gap $T_A-T_P=100$ K is probably larger than in lead zirconate. Halving it at 450 K would multiply the small-field effect by $(200/150)^2\approx1.8$, for fields that still leave the crystal antipolar. The field of equal free energies would then drop to about 36 kV/cm, below the 40 kV/cm used in (g). One assumption that is clearly broken is the continuous transition: that of lead zirconate is first order. The 19% shift above shows the sensitivity to a sixth-order term, but it was found with $\beta_A>0$ and does not bound the change for a first-order transition.

In a plate 0.5 mm thick, 40 kV/cm requires 2 kV and is 0.4 of an assumed breakdown field of 100 kV/cm. The reversal at 146 kV/cm would then be out of reach. With a diffusivity of 0.5 mm$^2$/s and both faces held at constant temperature, the slowest part of the temperature change decays with a time constant of about 51 ms. At a conductivity of $10^{-8}$ S/m, leakage heats the plate by at most 2.7 mK in that time (heat loss through the faces ignored), about 3% of the cooling. The field must therefore rise, and the temperature be read, well within 51 ms. The remaining values are in the numerical output.

## Calculated quantities

```
Model inputs (round; rough lead zirconate regime)
T_A, T_P, operating T: 500, 400, 450 K
Curie constant: 1.50e+05 K
slope a: 7.5294e+05 J m/(C^2 K)
bA = bP: 1.00e+09 J m^5/C^4
g: 3.00e+09 J m^5/C^4
g/bA from two sublattices: 3
lattice heat capacity: 3.00 J/(cm^3 K)
applied field: 40.0 kV/cm
Results at the operating temperature
A at zero field: 19.403 uC/cm^2
A in the field: 18.801 uC/cm^2
kappa: 1.5059e+08 J m/C^2
relative susceptibility: 750.0
P, linear: 2.656 uC/cm^2
P, full: 2.769 uC/cm^2
dS, small-field law: 0.5313 mJ/(cm^3 K)
dS, full: 0.5773 mJ/(cm^3 K)
dS, Maxwell integral: 0.5773 mJ/(cm^3 K)
order heat capacity: 0.1276 J/(cm^3 K)
dT, small-field law: -76.44 mK
dT, full adiabatic: -82.90 mK
dT at 10 kV/cm: -4.80 mK
dT at 20 kV/cm: -19.47 mK
dT at 30 kV/cm: -44.91 mK
dT at 520 K, same field: +122.51 mK
dS at 10 kV/cm against g/bA
g/bA = 0.5: -58.543 J/(m^3 K)
g/bA = 0.8: -16.359 J/(m^3 K)
g/bA = 1.0: +0.000 J/(m^3 K)
g/bA = 1.5: +21.314 J/(m^3 K)
g/bA = 3.0: +33.360 J/(m^3 K)
Limits of the antipolar branch
equal-energy switching field: 71.28 kV/cm
end of antipolar branch: 79.52 kV/cm
dS just after switching: 7.770 mJ/(cm^3 K)
total dS turns negative at: 146.1 kV/cm
mixed phase for g/bA = 0.5 below: 300 K
Neglected effects (rough inputs)
assumed breakdown field: 100 kV/cm
applied/breakdown field: 0.40
plate thickness: 0.50 mm
thermal diffusivity: 0.50 mm^2/s
conductivity: 1.0e-08 S/m
thermal relaxation time: 50.7 ms
leakage heating in that time: +2.70 mK
sixth-order coefficient: 5.0e+09 J m^9/C^6
dT with sixth-order term: -67.23 mK
stiffness, Q: 150 GPa, 0.020 m^4/C^2
g/bA when clamped: 2.786
dT when clamped: -83.92 mK
gradient coefficient: 1.0e-10 J m^3/C^2
correlation length: 1.15 nm
fluctuation ratio <dA^2>/A0^2: 0.090
slope of g/bA that cancels dS: 0.040 1/K
```
